# Density Cutoff and Alias-Free FFT Grids for Plane-Wave Orbitals

**Q.** You expand orbitals in plane waves up to a largest wavevector $G_{\max}$. Then why should the density, which is built from nothing but those orbitals, require any larger wavevector?

**A.** Because the density is quadratic in the orbitals, and multiplying two plane waves adds their wavevectors. Take a periodic cell of volume $\Omega$ and, in atomic units,
$$\psi_{i\mathbf k}(\mathbf r)=\Omega^{-1/2}\sum_{\mathbf G}c_{i,\mathbf G}\,e^{i(\mathbf k+\mathbf G)\cdot\mathbf r},\qquad |\mathbf k+\mathbf G|\le G_{\max},\qquad E_{\rm cut}=\tfrac12G_{\max}^2 .$$
For one $\mathbf k$ and occupations $f_i$,
$$n(\mathbf r)=\sum_i f_i|\psi_{i\mathbf k}|^2=\frac1\Omega\sum_i f_i\sum_{\mathbf G,\mathbf G'}c_{i,\mathbf G'}c^*_{i,\mathbf G}\,e^{i(\mathbf G'-\mathbf G)\cdot\mathbf r}.$$
The factors $e^{\pm i\mathbf k\cdot\mathbf r}$ have cancelled. Put $\mathbf G'=\mathbf G+\mathbf Q$ and collect the terms with the same $\mathbf Q$:
$$n(\mathbf r)=\sum_{\mathbf Q}n_{\mathbf Q}e^{i\mathbf Q\cdot\mathbf r},\qquad n_{\mathbf Q}=\frac1\Omega\sum_i f_i\sum_{\mathbf G}c_{i,\mathbf G+\mathbf Q}\,c^*_{i,\mathbf G}.$$
A term contributes if both coefficients are in the basis. The triangle inequality then gives
$$|\mathbf Q|=|(\mathbf k+\mathbf G')-(\mathbf k+\mathbf G)|\le|\mathbf k+\mathbf G'|+|\mathbf k+\mathbf G|\le 2G_{\max}.$$
Summing over several $\mathbf k$ leaves this bound unchanged. The corresponding energy is
$$\tfrac12(2G_{\max})^2=4\cdot\tfrac12G_{\max}^2=4E_{\rm cut}.$$

**Q.** That is an upper bound. You have shown that nothing lies beyond $2G_{\max}$, not that anything is present near it.

**A.** Correct. A small example supplies the other half. The orbital $\sqrt{2/\Omega}\cos(\mathbf G\cdot\mathbf r)$ contains $\pm\mathbf G$, and its density is
$$\frac2\Omega\cos^2(\mathbf G\cdot\mathbf r)=\frac1\Omega\left[1+\cos(2\mathbf G\cdot\mathbf r)\right],$$
which contains $\pm2\mathbf G$. Cancellation is possible: if the matching sine orbital is equally occupied, the sum $\cos^2+\sin^2=1$ is uniform. So the statement is that all differences between retained wavevectors are allowed and, for general coefficients, present.

The edge itself is reached if two opposite vectors $\mathbf k+\mathbf G$ have length $G_{\max}$. Reciprocal vectors are discrete, so the largest difference may fall slightly short.

Take a cubic model cell of side $a=4$ Å and $E_{\rm cut}=400$ eV. Then $G_{\max}=10.246$ Å$^{-1}$, and the density limit is $20.493$ Å$^{-1}$, or $4\times400=1600$ eV (58.8 hartree). At $\mathbf k=0$, called $\Gamma$, the vectors are $\mathbf G=(2\pi/a)\mathbf m$ with integer $\mathbf m$ and $|\mathbf m|\le G_{\max}a/2\pi=6.523$. Hence $|\mathbf m|^2\le42.55$, and the largest value that occurs is $42=5^2+4^2+1^2$. The density reaches
$$2\sqrt{42}\,\frac{2\pi}{4\ \text{Å}}=20.36\ \text{Å}^{-1},$$
or 1579 eV. With random coefficients this is the largest wavevector found; beyond $2G_{\max}$ there is rounding noise.

**Q.** Could one not drop the outer part of the density as small?

**A.** That depends on the orbital. Let the potential be a periodic Gaussian well,
$$V(\mathbf r)=-V_0\sum_{\mathbf R}e^{-|\mathbf r-\mathbf R|^2/2\sigma^2},\qquad V_0=300\ \text{eV},\quad\sigma=0.20\ \text{Å}.$$
Its lowest state in this basis has energy $-35.9$ eV, and the largest density component beyond $G_{\max}$ is 0.11 of the mean density $n_{\mathbf 0}$. A density cut at $G_{\max}$ would lose that. The price of keeping everything is a sphere of twice the radius, hence about $2^3=8$ times as many vectors: here 9315 against 1189.

**Q.** Now the FFT. It works with values at points. What goes wrong if there are too few?

**A.** Different waves become indistinguishable. In one dimension let $F(x)=\sum_mF_me^{2\pi imx/L}$, with an absolutely convergent series, and sample it at $x_j=jL/N$, $j=0,\dots,N-1$. The discrete transform gives
$$\tilde F_m=\frac1N\sum_jF(x_j)e^{-2\pi imj/N}=\sum_{m'}F_{m'}\,\frac1N\sum_{j=0}^{N-1}e^{2\pi i(m'-m)j/N}.$$
If $m'-m=lN$ with integer $l$, every term of the inner sum is 1 and the average is 1. Otherwise the geometric sum is
$$\frac{1-e^{2\pi i(m'-m)}}{1-e^{2\pi i(m'-m)/N}}=0,$$
since the numerator vanishes and the denominator does not. Therefore
$$\tilde F_m=\sum_{l=-\infty}^{\infty}F_{m+lN}.$$
The computed coefficient is the true one ($l=0$) plus all those displaced by multiples of $N$. This folding is aliasing.

**Q.** Where is Poisson summation in this?

**A.** It is the same identity for a function made of periodic images. Let $F(x)=\sum_pg(x+pL)$, with $g$ smooth and rapidly decaying, and $\hat g(q)=\int g(x)e^{-iqx}dx$. Joining the integrals over all cells gives $F_m=\hat g(2\pi m/L)/L$. With $h=L/N$ and $q=2\pi m/L$, the samples are $F(x_j)=\sum_pg((j+pN)h)$. The phase $e^{-iqjh}=e^{-2\pi imj/N}$ is unchanged by $j\to j+pN$, so the sums over $j$ and $p$ merge into one over all integers $s$. The folding law, multiplied by $L$, becomes
$$h\sum_{s=-\infty}^{\infty}g(sh)\,e^{-iqsh}=\sum_{l=-\infty}^{\infty}\hat g\!\left(q+\frac{2\pi l}{h}\right).$$
Sampling at spacing $h$ repeats the spectrum at spacing $2\pi/h$.

For a line of unit Gaussians with the width and period above, $N=12$ and $m=5$, the true coefficient is 0.03650. The sampled one is 0.04766, and the sum of analytic coefficients over $l$ gives 0.04766 as well. The excess of 0.01117 comes from $m=-7,17,\dots$, which look like $m=5$ on this grid.

**Q.** Then consider the Hamiltonian. At $\Gamma$ let the orbital indices run from $-M$ to $M$ along an axis. A potential with indices up to $2M$ gives a product up to $3M$. Surely the grid must hold $6M+1$ points?

**A.** It would, if you wanted every component of the product. The Hamiltonian action in the basis needs those inside the orbital set $S$:
$$(V\psi)_{\mathbf m}=\sum_{\mathbf m'\in S}V_{\mathbf m-\mathbf m'}c_{\mathbf m'},\qquad\mathbf m\in S.$$
Components outside $S$ are discarded, so they may be wrong. With $N=4M+1$, the extreme index $3M$ folds to
$$3M-(4M+1)=-M-1,$$
just outside the retained range.

**Q.** One extreme index is not a proof. And what if the range is not symmetric, as can happen for $\mathbf k\ne0$?

**A.** Use the width of the range. Define $m_i=\mathbf G\cdot\mathbf a_i/2\pi$ for cell vectors $\mathbf a_i$, and $W_i=\max m_i-\min m_i$ over $S$. Every difference $\mathbf d=\mathbf m-\mathbf m'$ obeys $|d_i|\le W_i$.

Let $P_{\mathbf m}=\sum_{\mathbf m'}V_{\mathbf m-\mathbf m'}c_{\mathbf m'}$ be the true product at any $\mathbf m$. The folding law, applied along each axis, gives
$$\tilde P_{\mathbf m}=\sum_{\mathbf l}P_{\mathbf m+\mathbf l\mathbf N}=\sum_{\mathbf m'\in S}\Big[\sum_{\mathbf l}V_{\mathbf m-\mathbf m'+\mathbf l\mathbf N}\Big]c_{\mathbf m'},$$
where $\mathbf l\mathbf N$ has components $l_iN_i$. The grid thus replaces each $V_{\mathbf d}$ by $\tilde V_{\mathbf d}=\sum_{\mathbf l}V_{\mathbf d+\mathbf l\mathbf N}$.

Suppose $V$ has components for $|d_i|\le K_i$ alone. If $\mathbf l\ne\mathbf 0$, some $l_i\ne0$, and along that axis
$$|d_i+l_iN_i|\ge N_i-|d_i|\ge N_i-W_i.$$
The false term vanishes if $N_i-W_i>K_i$. For integers this is
$$N_i\ge W_i+K_i+1.$$
All differences that occur in the basis are covered by $K_i=W_i$, which gives
$$N_i\ge2W_i+1.$$
At $\Gamma$, with $W_i=2M_i$, this is $4M_i+1$.

**Q.** But a real potential has components beyond $W_i$. You have removed them by assumption.

**A.** They are removed by a filter before the potential is put on the grid, and the filter changes nothing in the projected action. The exact matrix elements use $V_{\mathbf m-\mathbf m'}$ with both indices in $S$, so a component with $|d_i|>W_i$ never enters.

Without the filter such components do enter, through folding. If the Gaussian well is sampled directly in real space with $N=27$, the error vector of $V\psi$ for the normalized ground state has norm $1.7\times10^{-5}$ eV. That is small because this well has a rapidly decaying spectrum, but it is not zero.

**Q.** Does the density need yet another grid?

**A.** No. Its folded coefficients are $\tilde n_{\mathbf d}=\sum_{\mathbf l}n_{\mathbf d+\mathbf l\mathbf N}$, and $n$ itself has range $W_i$. To get the components with $|d_i|\le K_i$ right, it suffices that $N_i-K_i>W_i$, since then $|d_i+l_iN_i|\ge N_i-K_i>W_i$ along any axis with $l_i\ne0$. All of them are right with $2W_i+1$ points. When several $\mathbf k$ contribute, take the largest $W_i$.

The Hartree potential fits too: Poisson's equation gives $V_H(\mathbf Q)=4\pi n_{\mathbf Q}/Q^2$ for $\mathbf Q\ne0$, so it has no wavevector that the density lacks.

**Q.** You have proved that $2W+1$ is enough. Could fewer points do?

**A.** Not in the cubic cell at $\Gamma$ for a general potential. There $M=6$ and $W=12$. The points $(m,0,0)$ with $m=-6,\dots,6$ all belong to $S$, so every axial difference from $-12$ to $12$ occurs. If $N\le24$, the differences $12$ and $12-N$ both lie in that range and coincide on the grid; their two potential components cannot be separated. At $N=24$ the pair is $12$ and $-12$, and each receives the sum of both.

A search with random orbital coefficients, comparing the FFT product with the explicit double sum, finds $N=25=2\times12+1$ as the smallest clean grid. The density search gives 25 as well.

**Q.** What about a smaller grid, with about $3M$ points? Is it wrong?

**A.** It answers a different question. Setting $K=M$ and $W=2M$ in the general condition gives
$$N\ge2M+M+1=3M+1,$$
here 19. Such a grid gives the density components up to $M$ correctly, and the exact action of a potential cut to indices up to $M$. Both searches return 19. But cutting the potential to $K=M$ changes the Hamiltonian, since differences up to $2M$ occur in it.

**Q.** How large is that change, compared with simply letting the potential fold on the 19-point grid?

**A.** For the ground state of the well, held fixed, the first-order energy shifts are $+1.07$ eV for the cut potential and $-0.054$ eV for the potential filtered to $|d_i|\le12$ and then folded. In this model folding does less harm than cutting.

The signs can be derived. Write the potential energy as
$$\langle V\rangle=\sum_{\mathbf d}V_{\mathbf d}w_{\mathbf d},\qquad w_{\mathbf d}=\sum_{\mathbf m}c_{\mathbf m+\mathbf d}c_{\mathbf m},$$
with real $c$. All coefficients $V_{\mathbf d}$ of the well are negative, because the transform of a Gaussian is positive and the well carries a minus sign. If the ground-state coefficients had mixed signs, replacing each by its modulus would keep the kinetic energy and lower $\langle V\rangle$, contradicting minimality. So they share one sign and $w_{\mathbf d}\ge0$. Cutting removes negative terms and raises the energy; folding adds negative terms and lowers it.

Which shift is larger can be illustrated with the terms along one axis, though these are only a small part of the totals. Cutting loses terms such as $V_7w_7$. In full it loses $V_dw_d$ for $d=7,\dots,12$. Folding with $N=19$ keeps them and adds $V_{19-d}w_d$ for the same $d$, from $V_{12}w_7$ through $V_{10}w_9$ and $V_9w_{10}$ to $V_7w_{12}$. Pairing $d$ with $19-d$, the lost sum exceeds the added one in modulus by $\sum_{d=7}^{9}(|V_d|-|V_{19-d}|)(w_d-w_{19-d})$. This is positive if $w_d$ decays with $|d|$ as $|V_d|$ does, which I assume here rather than prove, and it gives the order of the two shifts along this axis.

**Q.** Then why insist on 25 points?

**A.** Whether to insist depends on the error one accepts. With the potential filtered to $|d_i|\le12$ and then folded, the ground state gives:

| $N$ | norm of error in $V\psi$ (eV) | first-order energy shift (eV) |
|---:|---:|---:|
| 13 | 24 | −9.1 |
| 16 | 3.6 | −0.95 |
| 19 | 0.30 | −0.054 |
| 22 | 0.011 | −0.0012 |
| 24 | 0.00041 | −0.000022 |
| 25 | rounding | rounding |

The grid with $2M+1=13$ points can represent the orbital without loss, yet its product with the potential is badly wrong. Between 13 and 24 the error falls quickly for two reasons. The components that fold are ever smaller, and they land on ever fewer differences, those with some $|d_i|\ge N-12$. As $N$ grows, these join only orbital coefficients near opposite sides of $S$, which are small in this state. At 25 it does not merely become smaller: the false terms are absent. How good a smaller grid is depends on the potential and the state; the condition $N\ge2W+1$ does not.

**Q.** Suppose I filter the potential to the sphere $|\mathbf Q|\le2G_{\max}$, which seems the natural choice. Is 25 still right?

**A.** In this example it is not. The radius of that sphere in index units is $G_{\max}a/\pi=13.046$, so it contains $(13,0,0)$. No difference of two orbital vectors at $\Gamma$ has index 13, because the orbital indices stop at 6, not at 6.523. The component is useless, but on 25 points it folds to $13-25=-12$, which is used. With $K=13$ and $W=12$ one needs $12+13+1=26$ points, and the search finds 26. One can either remove indices beyond $W_i$ or add a point.

**Q.** And if I change $\mathbf k$?

**A.** The range can widen. At $\mathbf k=\tfrac12\mathbf b_1$, where $\mathbf b_1$ is the first reciprocal vector, the axial condition is $|m+\tfrac12|\le6.523$. It admits $m=-7,\dots,6$, so $W=13$ along this axis, which now needs $2\times13+1=27$ points. The other two axes keep $W=12$ and need 25, provided the potential is filtered to $|d_i|\le12$ along them. The search, which uses equal numbers of points on all axes, accordingly finds 27.

A bound for all $\mathbf k$ follows from projecting on a cell vector. For two retained vectors,
$$2\pi|m_i-m_i'|=|[(\mathbf k+\mathbf G)-(\mathbf k+\mathbf G')]\cdot\mathbf a_i|\le2G_{\max}|\mathbf a_i|.$$
Since the left side is $2\pi$ times an integer,
$$W_i\le\left\lfloor\frac{G_{\max}|\mathbf a_i|}{\pi}\right\rfloor .$$
A potential filtered to $|\mathbf Q|\le2G_{\max}$ obeys $2\pi|d_i|=|\mathbf Q\cdot\mathbf a_i|\le2G_{\max}|\mathbf a_i|$, so its $K_i$ has the same bound. Hence
$$N_i\ge2\left\lfloor\frac{G_{\max}|\mathbf a_i|}{\pi}\right\rfloor+1$$
serves every $\mathbf k$ and either filter. Here it gives $2\times13+1=27$.

**Q.** Can that be read as a grid spacing?

**A.** Yes, for a large cell. The smallest such $N_i$ differs from $2G_{\max}|\mathbf a_i|/\pi$ by at most one, so the spacing $h_i=|\mathbf a_i|/N_i$ tends to
$$h=\frac{\pi}{2G_{\max}}.$$
This is the spacing at which the shortest resolved wave, with wavevector $\pi/h$, has wavevector $2G_{\max}$. For a small cell the rounding matters, and the integer formula is the one to use. In the example $h=4/27=0.148$ Å, while the limiting value is 0.153 Å.

**Q.** Your minimality argument used a cubic cell. Does it survive in a skew one?

**A.** The sufficient condition does; minimality need not. The precise criterion for a general potential supported on differences of $S$ is that no two distinct differences coincide modulo the grid. Counting each axis separately can ask for more.

Take the primitive fcc cell with cube side 4 Å and the same cutoff, at $\Gamma$. The axis ranges have $W=8$, so the rule gives 17 points, and the all-$\mathbf k$ formula gives 19. For a potential kept on the differences of $S$ alone, the search finds that 14 suffice.

This can be checked by hand. In units of $2\pi/a$ the reciprocal vectors have integer Cartesian components, all even or all odd. A coincidence requires $\mathbf d-\mathbf d'=N\mathbf B$ with a nonzero reciprocal vector $\mathbf B$. As $S=-S$, the left side is a sum of four members of $S$, each of squared length at most 42.55.

- If $\mathbf B$ is of type $(1,1,1)$, add the components. The largest component sum in $S$ is 10, from $(4,4,2)$, because $(5,3,3)$ and $(4,4,4)$ are too long. Four vectors give at most 40, but $N=14$ requires $3\times14=42$.
- Any other $\mathbf B$ has length at least 2, so $N\mathbf B$ has length at least 28. Four vectors reach at most $4\times6.523=26.1$.

So 14 is clean, and the same inequalities hold for larger $N$. For $N=13$ there is a coincidence:
$$(4,4,2)+(4,2,4)+(2,4,4)+(3,3,3)=(13,13,13).$$

**Q.** With such a grid, may I call a whole density-functional calculation alias-free?

**A.** No. What has been shown concerns the density and the multiplication of an orbital by a given band-limited potential. The kinetic energy is diagonal in $\mathbf G$, and a nonlocal potential can be applied in reciprocal space, so neither needs this product. Augmentation charges, where a method adds them to the density, have their own spectrum and are not covered.

The exchange-correlation potential is the main exception. Local exchange for a spin-unpolarized density is, in atomic units,
$$v_x(\mathbf r)=-\left[\frac{3n(\mathbf r)}{\pi}\right]^{1/3},\qquad v_x^3=-\frac{3n}{\pi}.$$
If $v_x$ had finitely many Fourier components, $n$ would have to be the cube of such a finite series, which a general density is not. So $v_x$ generally has an infinite spectrum, although $n$ is band-limited, and sampling folds it.

**Q.** Can I not filter it, as you did with the well?

**A.** The coefficients of the well are known analytically and can be filtered before sampling. Those of $v_x$ are obtained from the samples, when the folding has already happened. Filtering afterwards keeps the following multiplication clean but cannot separate $v_{\mathbf d}$ from $v_{\mathbf d+\mathbf l\mathbf N}$.

The remedy is a denser grid for forming $v_x$. With two electrons in the ground state of the well, the largest error among the components with $|d_i|\le12$ is $2.3\times10^{-3}$ eV for $N=27$ and $3.0\times10^{-4}$ eV for $N=54$. Both are relative to a grid with $N=108$, which is itself finite, so the second value is only a rough estimate. The truncated orbital changes sign inside the cell, so $v_x\propto|\psi|^{2/3}$ has cusps there and the error falls only slowly as $N$ grows. This error has to be converged; the aliasing in the product with a filtered potential can be removed altogether. The numerical output below lists the values for both.

## Calculated quantities

```
cubic cell side: 4.0 angstrom
orbital cutoff energy: 400.0 eV
Gaussian well depth: 300.0 eV; width: 0.20 angstrom
Gmax: 10.2463 1/angstrom = 5.4221 1/bohr
2 Gmax: 20.4927 1/angstrom
density cutoff energy: 1600.0 eV = 58.799 hartree
Gmax*a/(2 pi): 6.5230 (no unit)
Gmax*a/pi: 13.0460 (no unit)
plane waves within Gmax: 1189; within 2 Gmax: 9315
largest density wavevector found: 20.3598 1/angstrom
its energy: 1579.3 eV
largest density component beyond 2 Gmax (n_0=1): 1.1e-16
Gamma: M = 6, W = 12
smallest N, all density components: 25 points
smallest N, density components to M: 19 points
smallest N for V*psi, V kept to K = 6: 19 points
smallest N for V*psi, V kept to K = 9: 22 points
smallest N for V*psi, V kept to K = 12: 25 points
V filtered to sphere 2 Gmax: K = 13, N = 26 points
k = (1/2,0,0): W = 13, smallest N = 27 points
N serving every k, cubic: 27 points
grid spacing at that N: 0.1481 angstrom
spacing limit pi/(2 Gmax): 0.1533 angstrom
fcc primitive cell, cube side 4.0 angstrom: W = 8
fcc: 2W+1 = 17, every-k N = 19 points
fcc at Gamma: smallest N found = 14 points
folding test: N = 12, m = 5
  true coefficient: 0.03649813 (no unit)
  sampled coefficient: 0.04766460 (no unit)
  folded analytic sum: 0.04766460 (no unit)
model ground-state energy: -35.9239 eV
its largest density component beyond Gmax (n_0=1): 1.13e-01
N = 13: error norm 2.45e+01 eV, energy shift -9.11e+00 eV
N = 16: error norm 3.56e+00 eV, energy shift -9.50e-01 eV
N = 19: error norm 2.99e-01 eV, energy shift -5.43e-02 eV
N = 22: error norm 1.12e-02 eV, energy shift -1.18e-03 eV
N = 24: error norm 4.13e-04 eV, energy shift -2.23e-05 eV
N = 25: error norm 4.62e-14 eV, energy shift 1.08e-14 eV
V cut to K = 6: first-order energy shift 1.07e+00 eV
unfiltered well, N = 27: error norm 1.66e-05 eV
exchange potential, N = 27: largest error 2.32e-03 eV
exchange potential, N = 54: largest error 2.95e-04 eV
exchange reference grid: N = 108 points
```
